**Rigid shift of the starting eigenvalues in G0W0: water from a PBE start**

The program examines how a G0W0 energy E responds when a constant D is added to the exchange-correlation potential, so that all starting eigenvalues move by D. The result is dE/dD = 1 − Z, where Z = 1/(1 − dΣ/dω) is taken at the solution E and Σ is the diagonal self-energy. For every shift the Kohn–Sham matrix is rediagonalised, the RPA screening is rebuilt and the quasiparticle equation is solved again. The program asserts that the numerical first and second derivatives of E agree with 1 − Z and Z³Σ″, that the finite change equals the integral of 1 − Z, and that the linearised equation changes by (1 − Z)D with Z taken at the starting eigenvalue. It also asserts that the pole form of Σ agrees with an imaginary-frequency integral, and that static COHSEX energies do not respond to the shift. The output gives 1 − Z = 0.131 for the HOMO and 0.037 for the LUMO, and a 1 eV shift moves the two solved energies by 0.137 eV and 0.036 eV. Two control cases show the limits: a constant external potential of 1 eV moves the HOMO energy by the full 1 eV, and raising only the empty levels by 1 eV moves it by −0.061 eV.

## Numerical check

```python
"""
Rigid shift of the starting eigenvalues in G0W0 (water, PBE start).

Result under test: adding a constant D to v_xc moves all starting
eigenvalues by D and the solved G0W0 energy E by dE/dD = 1 - Z, where
Z = 1/(1 - dSigma/dw) at E. The equation linearised at the starting
eigenvalue changes by exactly (1 - Z) D, with Z taken at that eigenvalue.

eps: starting eigenvalues; Sigma = Sx + Sc(w): exchange + correlation;
omega: RPA excitation energies; W: screened interaction.
Internal energies are in hartree, printed energies in eV.
Each shifted case is rebuilt from the shifted Kohn-Sham matrix.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g*", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.chkfile = None
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged

density = mf.make_rdm1()
overlap = mol.intor("int1e_ovlp")
ao_eri = mol.intor("int2e")
veff = np.asarray(mf.get_veff(mol, density))
vxc0 = veff - np.asarray(mf.get_j(mol, density))
fock0 = np.asarray(mf.get_hcore()) + veff
nocc = mol.nelectron // 2
HOMO, LUMO = nocc - 1, nocc


def build(fock, vxc):
    """Diagonalize the starting Hamiltonian and build RPA and Sigma."""
    eps, c = eigh(fock, overlap)
    n = len(eps)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", ao_eri, c, c, c, c,
                    optimize=True)
    gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    pair = eri[:, :, :nocc, nocc:].reshape(n, n, -1)
    coulomb = pair[:nocc, nocc:].reshape(len(gaps), len(gaps))
    root = np.sqrt(gaps)
    omega2, vec = eigh(np.diag(gaps**2)
                       + 4 * root[:, None] * coulomb * root[None, :])
    omega = np.sqrt(omega2)
    amp = pair @ (root[:, None] * vec / np.sqrt(omega))
    sign = np.where(np.arange(n) < nocc, -1.0, 1.0)
    poles = eps[:, None] + sign[:, None] * omega
    vx = np.einsum("pi,pq,qi->i", c, vxc, c)
    sx = -np.einsum("niin->n", eri[:, :nocc, :nocc, :]) if False else \
        -np.array([sum(eri[k, i, i, k] for i in range(nocc))
                   for k in range(n)])
    w_static = -4 * np.sum(amp**2 / omega, axis=2)
    cohsex = (eps - vx + sx - w_static[:, :nocc].sum(axis=1)
              + 0.5 * w_static.sum(axis=1))
    return SimpleNamespace(eps=eps, c=c, gaps=gaps, pair=pair,
                           coulomb=coulomb, omega=omega, poles=poles,
                           residues=2 * amp**2, vx=vx, sx=sx,
                           fixed=eps - vx + sx, cohsex=cohsex)


def sigma_c(run, n, w, order=0):
    """Correlation self-energy or its first or second w derivative."""
    factor = (1.0, -1.0, 2.0)[order]
    return factor * np.sum(run.residues[n] / (w - run.poles)**(order + 1))


def z_factor(run, n, w):
    return 1 / (1 - sigma_c(run, n, w, 1))


def solve(run, n):
    """Root on the branch between occupied-side and empty-side poles."""
    strong = run.residues[n] > 1e-6
    low = run.poles[:nocc][strong[:nocc]].max()
    high = run.poles[nocc:][strong[nocc:]].min()
    return brentq(lambda w: w - run.fixed[n] - sigma_c(run, n, w),
                  low + 1e-8, high - 1e-8, xtol=1e-14, rtol=1e-14)


def linearised(run, n):
    e = run.eps[n]
    return e + z_factor(run, n, e) * (run.fixed[n] + sigma_c(run, n, e) - e)


def shifted(d):
    return build(fock0 + d * overlap, vxc0 + d * overlap)


def sigma_quadrature(run, n, w, points=120):
    """Imaginary-axis integral of G0 (W0 - v), for w inside the gap."""
    t, weight = np.polynomial.legendre.leggauss(points)
    total = 0.0
    distance = w - run.eps
    for nu, wt in zip((1 + t) / (1 - t), 2 * weight / (1 - t)**2):
        inverse_p = np.diag(-(nu**2 + run.gaps**2) / (4 * run.gaps))
        response = np.linalg.solve(inverse_p - run.coulomb, run.pair[n].T)
        wc = np.einsum("mk,km->m", run.pair[n], response)
        total -= wt / np.pi * np.sum(distance / (distance**2 + nu**2) * wc)
    return total


base = build(fock0, vxc0)
one = 1.0 / EV
plus = shifted(one)
states = (("HOMO", HOMO), ("LUMO", LUMO))
midgap = 0.5 * (base.eps[HOMO] + base.eps[LUMO])

# The pole formula and its displacement against the defining integral.
quadrature_error = 0.0
for name, n in states:
    for run, w in ((base, midgap), (plus, midgap + one)):
        error = abs(sigma_quadrature(run, n, w) - sigma_c(base, n, midgap))
        quadrature_error = max(quadrature_error, error)
assert quadrature_error < 1e-6

# Screening, exchange and static energies do not notice the shift.
assert np.allclose(plus.eps - base.eps, one, atol=1e-10)
assert np.allclose(plus.omega, base.omega, atol=1e-9)
assert np.allclose(plus.fixed, base.fixed, atol=1e-9)
static_change = max(abs(plus.cohsex[n] - base.cohsex[n]) for _, n in states)
assert static_change < 1e-9

print(f"O-H bond length: {bond:.2f} angstrom")
print(f"H-O-H angle: {angle:.1f} degree")
print(f"basis functions: {len(base.eps)}, occupied orbitals: {nocc}")
print(f"lowest RPA excitation: {base.omega[0]*EV:.4f} eV")
print(f"largest Sc quadrature error: {quadrature_error*EV:.1e} eV")
print(f"COHSEX change for 1 eV shift: {static_change*EV:.1e} eV")

step, step2 = 1e-4, 5e-4
near = {d: shifted(d) for d in (-step, step, -step2, step2)}
energy, zs, curvature = {}, {}, {}
for name, n in states:
    e0 = base.eps[n]
    e = energy[n] = solve(base, n)
    zq = zs[n] = z_factor(base, n, e)
    zl = z_factor(base, n, e0)
    second = sigma_c(base, n, e, 2)
    curvature[n] = zq**3 * second
    slope = (solve(near[step], n) - solve(near[-step], n)) / (2 * step)
    bend = (solve(near[step2], n) - 2 * e
            + solve(near[-step2], n)) / step2**2
    assert 0.5 < zq < 1
    assert abs(slope - (1 - zq)) < 1e-5
    assert abs(bend - curvature[n]) < 2e-4 + 1e-2 * abs(curvature[n])
    lin_change = linearised(plus, n) - linearised(base, n)
    assert abs(lin_change - (1 - zl) * one) < 1e-9
    print(f"{name} eps: {e0*EV:.4f} eV")
    print(f"{name} <vxc>: {base.vx[n]*EV:.4f} eV")
    print(f"{name} Sx: {base.sx[n]*EV:.4f} eV")
    print(f"{name} Sc(eps): {sigma_c(base, n, e0)*EV:.4f} eV")
    print(f"{name} Z at eps: {zl:.5f}")
    print(f"{name} linearised E: {linearised(base, n)*EV:.4f} eV")
    print(f"{name} linearised change, 1 eV shift: {lin_change*EV:.5f} eV")
    print(f"{name} solved E: {e*EV:.4f} eV")
    print(f"{name} Sc(E): {sigma_c(base, n, e)*EV:.4f} eV")
    print(f"{name} dSc/dw at E: {sigma_c(base, n, e, 1):.5f}")
    print(f"{name} Z at E: {zq:.5f}, 1-Z: {1-zq:.5f}")
    print(f"{name} dE/dD from rebuilt runs: {slope:.5f}")
    print(f"{name} Z^3 Sc'': {curvature[n]/EV:.6f} 1/eV")
    print(f"{name} d2E/dD2 from rebuilt runs: {bend/EV:.6f} 1/eV")

# Finite shifts, with first-order and second-order predictions.
print("shift; change of E; first order; second order (all eV)")
gap_change = {}
for d_ev in (-1.0, -0.1, 0.1, 1.0):
    d = d_ev / EV
    run = shifted(d)
    change = {}
    for name, n in states:
        change[n] = solve(run, n) - energy[n]
        first = (1 - zs[n]) * d
        up_to_second = first + 0.5 * curvature[n] * d**2
        print(f"{name} {d_ev:+.1f}; {change[n]*EV:+.5f}; "
              f"{first*EV:+.5f}; {up_to_second*EV:+.5f}")
    gap_change[d_ev] = change[LUMO] - change[HOMO]

# The finite change is the accumulated local fraction 1 - Z.
nodes, weights = np.polynomial.legendre.leggauss(8)
integral = {HOMO: 0.0, LUMO: 0.0}
for t, wt in zip(nodes, weights):
    run = shifted(0.5 * one * (1 + t))
    for _, n in states:
        integral[n] += 0.5 * one * wt * (1 - z_factor(run, n, solve(run, n)))
for name, n in states:
    assert abs(integral[n] - (solve(plus, n) - energy[n])) < 1e-6
    print(f"{name} integral of 1-Z, 0 to 1 eV: {integral[n]*EV:.5f} eV")

gap = energy[LUMO] - energy[HOMO]
gap_slope = zs[HOMO] - zs[LUMO]
numeric_gap_slope = ((solve(near[step], LUMO) - solve(near[step], HOMO))
                     - (solve(near[-step], LUMO)
                        - solve(near[-step], HOMO))) / (2 * step)
assert abs(gap_slope - numeric_gap_slope) < 2e-5
print(f"G0W0 gap: {gap*EV:.4f} eV")
print(f"Z_HOMO - Z_LUMO: {gap_slope:.5f}")
print(f"gap change for +0.1 eV shift: {gap_change[0.1]*EV:+.5f} eV")

# The special shift that puts the solution on the shifted eigenvalue.
special = base.fixed[HOMO] + sigma_c(base, HOMO, base.eps[HOMO]) \
    - base.eps[HOMO]
special_run = shifted(special)
special_energy = solve(special_run, HOMO)
assert abs(special_energy - special_run.eps[HOMO]) < 1e-9
print(f"HOMO special shift: {special*EV:.4f} eV")
print(f"HOMO E with special shift: {special_energy*EV:.4f} eV")

# A constant external potential is not subtracted with v_xc.
external = build(fock0 + one * overlap, vxc0)
external_change = solve(external, HOMO) - energy[HOMO]
assert abs(external_change - one) < 1e-9
print(f"HOMO change, 1 eV external: {external_change*EV:.5f} eV")

# Moving only the empty levels changes the screening.
empty = base.c[:, nocc:]
projector = overlap @ empty @ empty.T @ overlap
scissors = build(fock0 + one * projector, vxc0 + one * projector)
scissors_change = solve(scissors, HOMO) - energy[HOMO]
assert abs(scissors.eps[HOMO] - base.eps[HOMO]) < 1e-9
assert abs(scissors.omega[0] - base.omega[0]) > 1e-3
assert abs(scissors_change) > 1e-4
print(f"HOMO change, empty levels +1 eV: {scissors_change*EV:+.5f} eV")
print("OK")
```

Running it gives:

```
O-H bond length: 0.96 angstrom
H-O-H angle: 104.5 degree
basis functions: 18, occupied orbitals: 5
lowest RPA excitation: 8.1106 eV
largest Sc quadrature error: 5.3e-14 eV
COHSEX change for 1 eV shift: 9.1e-14 eV
HOMO eps: -6.1770 eV
HOMO <vxc>: -19.7428 eV
HOMO Sx: -27.0710 eV
HOMO Sc(eps): 1.7641 eV
HOMO Z at eps: 0.90639
HOMO linearised E: -11.2203 eV
HOMO linearised change, 1 eV shift: 0.09361 eV
HOMO solved E: -11.1355 eV
HOMO Sc(E): 2.3696 eV
HOMO dSc/dw at E: -0.15017
HOMO Z at E: 0.86944, 1-Z: 0.13056
HOMO dE/dD from rebuilt runs: 0.13056
HOMO Z^3 Sc'': 0.011450 1/eV
HOMO d2E/dD2 from rebuilt runs: 0.011450 1/eV
LUMO eps: 1.2721 eV
LUMO <vxc>: -8.9516 eV
LUMO Sx: -4.1507 eV
LUMO Sc(eps): -0.4324 eV
LUMO Z at eps: 0.96852
LUMO linearised E: 5.5031 eV
LUMO linearised change, 1 eV shift: 0.03148 eV
LUMO solved E: 5.4935 eV
LUMO Sc(E): -0.5795 eV
LUMO dSc/dw at E: -0.03818
LUMO Z at E: 0.96323, 1-Z: 0.03677
LUMO dE/dD from rebuilt runs: 0.03677
LUMO Z^3 Sc'': -0.001918 1/eV
LUMO d2E/dD2 from rebuilt runs: -0.001918 1/eV
shift; change of E; first order; second order (all eV)
HOMO -1.0; -0.12531; -0.13056; -0.12484
LUMO -1.0; -0.03781; -0.03677; -0.03773
HOMO -0.1; -0.01300; -0.01306; -0.01300
LUMO -0.1; -0.00369; -0.00368; -0.00369
HOMO +0.1; +0.01311; +0.01306; +0.01311
LUMO +0.1; +0.00367; +0.00368; +0.00367
HOMO +1.0; +0.13688; +0.13056; +0.13629
LUMO +1.0; +0.03588; +0.03677; +0.03581
HOMO integral of 1-Z, 0 to 1 eV: 0.13688 eV
LUMO integral of 1-Z, 0 to 1 eV: 0.03588 eV
G0W0 gap: 16.6291 eV
Z_HOMO - Z_LUMO: -0.09379
gap change for +0.1 eV shift: -0.00945 eV
HOMO special shift: -5.5641 eV
HOMO E with special shift: -11.7411 eV
HOMO change, 1 eV external: 1.00000 eV
HOMO change, empty levels +1 eV: -0.06093 eV
OK
```
